\section*{Why Image Errors Largely Cancel in Charged-Defect Migration Barriers}

\section*{Question}

A charged point defect in a periodic supercell interacts with its own images and with the background that neutralises the cell. For a doubly charged defect in a silicon cell of a few hundred atoms, this changes the energy by some tenths of an electronvolt. A migration barrier is the difference of two such energies, one at the saddle and one at the minimum. Why is its error so much smaller, and which parts of the error remain?

\section*{The two energies being compared}

Take a cubic cell of side $L$ and volume $\Omega=L^3$. The defect has a localised charge density $\rho(\mathbf r)$, in units of $e$, with total charge $q$. The host has static dielectric constant $\varepsilon$. Let $K=e^2/4\pi\epsilon_0=1.440$ eV nm. The cell, $q$ and $\varepsilon$ are held fixed between the minimum $m$ and the saddle $s$. ``Image error'' means periodic energy minus isolated energy, and $\Delta$ means saddle minus minimum.

Since composition and charge are the same in both states, the atomic chemical potentials and the term $q$ times the Fermi level drop out of the barrier. The energies of the two cells remain.

\section*{Mechanism: a charge carries its lattice of images with it}

Let $\psi(\mathbf r)$ be the potential of a periodic array of unit point charges with a uniform compensating background, in vacuum and with zero cell average:
\begin{equation}
\nabla^2\psi=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+\frac{4\pi}{\Omega}.
\end{equation}
With zero average potential the background adds nothing to the energy, so
\begin{equation}
U_{\rm per}=\frac{K}{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\end{equation}
The isolated energy has $1/|\mathbf r-\mathbf r'|$ in place of $\psi$. The image error therefore depends on $h(\mathbf r)=\psi(\mathbf r)-1/r$, which is smooth out to the nearest image.

Inside that distance $\nabla^2h=4\pi/\Omega$. Inversion removes odd powers of $\mathbf r$, and cubic symmetry makes the quadratic term $cr^2$. Since $\nabla^2(cr^2)=6c$, we have $c=2\pi/3\Omega$. By dimension the constant term scales as $1/L$; it is written $-\alpha/L$, with $\alpha=2.837297$. Thus
\begin{equation}
h(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi}{3L^3}r^2+O(r^4/L^5).
\label{h}
\end{equation}
The constant term multiplies $\iint\rho\rho'=q^2$, which gives
\begin{equation}
U_1=-\frac{K\alpha q^2}{2\varepsilon L}.
\label{lead}
\end{equation}
This contains neither the position nor the shape of the charge. When the defect hops, all its images hop with it, and a uniform background has no preferred origin. Hence $\Delta U_1=0$ at fixed $q$, $\varepsilon$ and $L$.

\section*{The electrostatic remainder}

Define $Q=\int\rho r^2$ and $\mathbf p=\int\rho\mathbf r$. The next term in Eq.~(\ref{h}) needs
\begin{align}
\frac12\iint\rho\rho'|\mathbf r-\mathbf r'|^2
&=\frac12\iint\rho\rho'(r^2+r'^2-2\mathbf r\cdot\mathbf r')\nonumber\\
&=\frac12(qQ+qQ-2p^2)=qQ-p^2 .
\end{align}
Consequently
\begin{equation}
\Delta U_3=\frac{2\pi K}{3\varepsilon\Omega}\,\Delta(qQ-p^2).
\label{third}
\end{equation}
The left side of the moment identity contains separations alone, so $qQ-p^2$ does not depend on the origin. For $q\neq0$ the origin can be put at the charge centroid, where $\mathbf p=0$. A charged defect thus has no separate dipole error: what counts is the spread of charge about its centroid. For $q=0$ the term reduces to $-p^2$.

For Gaussian charges $q_i$ of common width $\sigma$, the mean square separation is $d_{ij}^2+6\sigma^2$, where $d_{ij}$ is the distance between centres. Therefore
\begin{equation}
qQ-p^2=3q^2\sigma^2+\sum_{i<j}q_iq_jd_{ij}^2.
\label{gauss}
\end{equation}

Potential alignment is related to this term. A neutral, spherical, localised part of $\rho$ has the Fourier transform $-k^2Q/6+\cdots$. Its potential, $4\pi K/(\varepsilon k^2)$ times this, integrates to $-2\pi KQ/3\varepsilon$. Setting the cell average to zero raises the potential by $2\pi KQ/(3\varepsilon\Omega)$, and multiplication by $q$ reproduces the $qQ$ term. In this model an alignment correction for the same charge must not be added a second time.

Face- and body-centred cubic arrays of images keep the isotropic quadratic term. In a supercell lattice of lower than cubic symmetry the constant in $h$ still cancels, but the quadratic term becomes $\frac12T_{ij}x_ix_j$ with $T$ in general not proportional to the unit matrix. The orientation of the charge, its quadrupole, then enters at order $1/\Omega$. In a cubic cell it first enters through the $L^{-5}$ term.

\section*{Screening that depends on wavelength}

A single $\varepsilon$ is doubtful at atomic distances. Suppose instead that both states have the same isotropic response, smooth in $k^2$:
\begin{equation}
\frac1{\varepsilon(k)}=\frac1\varepsilon+\gamma k^2+\cdots.
\end{equation}
In reciprocal space the periodic energy is a sum over $\mathbf k\ne0$, and the isolated energy is the matching integral. For a function $w(\mathbf k)$ with real-space transform $\tilde w(\mathbf R)$, Poisson summation gives
\begin{equation}
\frac1\Omega\sum_{\mathbf k\ne0}w(\mathbf k)-\int\!\frac{d^3k}{(2\pi)^3}w(\mathbf k)
=-\frac{w(0)}\Omega+\sum_{\mathbf R\ne0}\tilde w(\mathbf R).
\label{poisson}
\end{equation}
The extra energy has $w=4\pi|\rho(\mathbf k)|^2[1/\varepsilon(k)-1/\varepsilon]/k^2$. It is smooth at $k=0$, with $w(0)=4\pi\gamma q^2$, so its transform is short-ranged and the last sum is negligible in a large cell. Multiplying by $K/2$ gives
\begin{equation}
U_\gamma=-\frac{2\pi K\gamma q^2}{\Omega}.
\end{equation}
This is of order $L^{-3}$ but depends on the defect through $q^2$ alone, so it also cancels. If the local response differs between the states, $-2\pi Kq^2\Delta\gamma/\Omega$ remains.

\section*{The elastic remainder}

A defect also strains its host. In linear elasticity its coupling to a strain $e_{ij}$ is $-P_{ij}e_{ij}$, where the symmetric tensor $P$ is the elastic dipole. For each Fourier component $\mathbf u_{\mathbf k}$ of the displacement, the energy is
\begin{equation}
\frac1\Omega\left[\frac{k^2}{2}\mathbf u_{\mathbf k}^*\cdot\Gamma\mathbf u_{\mathbf k}
-\operatorname{Re}(iP\mathbf k\cdot\mathbf u_{\mathbf k})\right],\quad
\Gamma_{il}=C_{ijlm}\hat k_j\hat k_m .
\end{equation}
Minimisation gives $k^2\Gamma\mathbf u_{\mathbf k}=-iP\mathbf k$. Substitution leaves minus half the work term, so
\begin{equation}
E_{\rm rel}=-\frac1{2\Omega}\sum_{\mathbf k\ne0}W(\hat{\mathbf k}),\qquad
W=(P\hat{\mathbf k})\cdot\Gamma^{-1}(P\hat{\mathbf k}).
\end{equation}
The $k=0$ term is absent because the cell shape is fixed. The finite size of the defect supplies a smooth cutoff $g(k)$ with $g(0)=1$.

Split $W$ into its angular average $\bar W$ and the rest, $\delta W$. For the first part, Eq.~(\ref{poisson}) leaves the missing $k=0$ term, $+\bar W/2\Omega$. The isolated integral of $\delta W$ vanishes by angular averaging, so its lattice sum is pure image error:
\begin{equation}
U_{\rm el}=\frac{B(P)}{2\Omega},\qquad
B=\bar W-\sum_{\mathbf k\ne0}\delta W(\hat{\mathbf k})\,g(k).
\label{elastic}
\end{equation}
Because $\delta W$ depends on direction and not on $|\mathbf k|$, its real-space transform scales as $R^{-3}$. Summed over the images inside a growing sphere it gives a number divided by $\Omega$, so $B$ is independent of $L$ at this order. The sum is only conditionally convergent: the spherical order is the one that matches Eq.~(\ref{elastic}), while summing over growing cubes gives a different number (6.4 instead of 5.8 meV in the example below).

In an isotropic solid with $P=P_0I$, the vector $P\hat{\mathbf k}=P_0\hat{\mathbf k}$ is longitudinal, $\Gamma$ acts on it as $C_{11}$, and $\delta W=0$. Then $B=P_0^2/C_{11}$.

Equation~(\ref{elastic}) was tested on a simple cubic crystal of springs with unit lattice constant. Nearest and next-nearest springs of stiffness 0.5 and 1 were relaxed around force dipoles in boxes of 8 to 20 sites per side. For $P=I$, the size dependence gave $B=0.3142$ against 0.3137 from the formula. For diagonal elements 1.5 and off-diagonal elements 0.6, it gave 0.9433 against 0.9416.

No conservation law fixes $P$ along the path as charge conservation fixes $q$. The saddle usually pushes on its neighbours differently, and $\Delta B$ survives. To order $L^{-3}$, with equal screening in both states and no coupling between charge and strain,
\begin{equation}
\delta E_b=\frac{2\pi K}{3\varepsilon\Omega}\Delta(qQ-p^2)
+\frac{\Delta B(P)}{2\Omega}.
\label{result}
\end{equation}

If each state is instead relaxed to zero stress, a uniform strain $e$ adds $\frac12\Omega\,e{:}C{:}e-P{:}e$. Its minimum is at $e=S{:}P/\Omega$, with $S$ the compliance, and lowers the energy by $P{:}S{:}P/2\Omega$. The elastic error becomes $\Delta(B-P{:}S{:}P)/2\Omega$. For the isotropic case above, $P{:}S{:}P=P_0^2/b$, with $b$ the bulk modulus. Since $C_{11}>b$ for a positive shear modulus, the error of a single state changes sign.

\section*{A doubly charged defect in silicon-like cells}

The host has rough silicon values: $\varepsilon=11.7$ and $C_{11},C_{12},C_{44}=166,64,80$ GPa. The defect parameters are round model values. At the minimum, $q=+2$ is one Gaussian of width 0.15 nm. At the saddle it is two Gaussians of charge $+1$ and the same width, 0.24 nm apart along $[111]$. The elastic dipole has diagonal elements of 4 eV at the minimum. At the saddle these are 8 eV, with off-diagonal elements of 3 eV.

For 216 atoms, $L=1.629$ nm and $\Omega=4.323$ nm$^3$. Each state has the leading error
\begin{equation}
U_1=-\frac{1.440\times2.8373\times4}{2\times11.7\times1.629}
=-0.429\ \text{eV}.
\end{equation}
From Eq.~(\ref{gauss}), $qQ-p^2$ is $3\times4\times0.15^2=0.2700$ nm$^2$ at the minimum and $0.2700+0.24^2=0.3276$ nm$^2$ at the saddle. The electrostatic barrier error is
\begin{equation}
\Delta U_3=\frac{2\pi\times1.440}{3\times11.7\times4.323}\times0.0576
=3.4\ \text{meV}.
\end{equation}
The elastic forms are $B_m=0.01068$ and $B_s=0.06120$ eV nm$^3$, so
\begin{equation}
\frac{\Delta B}{2\Omega}=\frac{0.05052}{2\times4.323}\ \text{eV}=5.8\ \text{meV}.
\end{equation}
Doubling the diagonal elements accounts for $4B_m=0.0427$ of $B_s$. Cubic symmetry forbids a cross term between the isotropic and off-diagonal parts of $P$, so the remaining 0.0185 comes from the off-diagonal part.

The table uses full Coulomb sums, which include the higher orders; all errors are in meV. The elastic column is the $L^{-3}$ term for a point dipole. Spreading the defect forces over a Gaussian of width 0.06 to 0.15 nm changes it by up to 0.4 meV at 64 atoms and 0.1 meV at 216 atoms.

\begin{center}
\begin{tabular}{rrrrr}
atoms & $U_1$ & Coulomb & elastic & total \\
64 & $-643$ & 11.0 & 19.7 & 30.8\\
216 & $-429$ & 3.4 & 5.8 & 9.2\\
512 & $-322$ & 1.4 & 2.5 & 3.9
\end{tabular}
\end{center}

The last three columns refer to the barrier. At 216 atoms about 2\% of the single-state leading error remains. The computed barrier is too high by 9.2 meV, which must be subtracted. At 1000 K, with the attempt frequency held fixed, the corrected jump rate is larger by a factor of 1.11. With both states at zero stress, the elastic part changes from $+5.8$ to $-9.5$ meV, so the cell condition must be stated with the correction. This last value assumes that a uniform strain couples to $P$ alone. In a charged cell it also couples to $U_1(L)$, which moves the value to $-9.3$ meV at fixed $\varepsilon$ (to $-9.1$ meV if $d\ln\varepsilon/d\ln\Omega=0.3$), and to $q$ times the volume dependence of the average potential, which depends on convention. Because the form is quadratic, an isotropic offset common to both states does not cancel: adding $\pm2$ eV to the diagonal of $P$ in the uniform-strain term gives $-12.5$ or $-6.5$ meV. $B$ is quadratic as well: if $P$ is read from the stress of a charged cell and carries such an offset, the fixed-cell value changes from 5.8 to 7.1 or 4.6 meV.

For the saddle at 216 atoms, the Coulomb error beyond $L^{-3}$ is $-0.07$ meV. Doubling $L$ reduces it by 31.7, close to the factor $2^5=32$ expected from Eq.~(\ref{h}). Orientation behaves as derived: turning the two lobes from $z$ to $x$ changes the energy by 4.2 meV in a cell of proportions $1:1:1.5$ with the same short side. In the cubic cell, turning them from $[001]$ to $[111]$ changes it by $-0.18$ meV.

\section*{When the cancellation fails}

Suppose one carrier leaves the defect for a band at the saddle. The cell charge is still $+2$, but the localised charge is $+1$; the spread-out carrier acts as part of the uniform background. The change in Eq.~(\ref{lead}) is then $\frac34\times429=322$ meV. Including the change in moment, the full sum gives 310 meV at 216 atoms. The carrier is not quite uniform: its response to the remaining $+1$ charge lowers this by 2 to 5 meV for masses from 0.3 to $1\,m_e$. Constant cell charge is therefore not enough: the localised charge must stay constant.

Unequal screening has a similar effect. It leaves $-(K\alpha q^2/2L)\Delta(1/\varepsilon)$, for example in a polar crystal when the distant ions are relaxed around the charge in one state but held at their perfect-crystal sites in the other.

A fixed partner is milder. If a $+2$ defect moves from 0.24 to 0.32 nm from a $-1$ acceptor, the net charge stays $+1$ and the $1/L$ term cancels. Equation~(\ref{gauss}) gives $\Delta(qQ-p^2)=-2(0.32^2-0.24^2)=-0.0896$ nm$^2$, or $-5.3$ meV at 216 atoms. The full sum gives $-5.0$ meV for a pair along $[111]$ and $-5.8$ meV along $[001]$.

\section*{How far the numbers apply to silicon}

The host constants and cell sizes are in the range used for silicon, but the charge shapes and elastic dipoles are not those of an identified defect. In a real calculation they must be extracted for both states, and the remainder may have either sign.

With the model response $\varepsilon(k)=1+(\varepsilon-1)/(1+k^2/k_0^2)$ and $k_0=10$ nm$^{-1}$, wavelength-dependent screening shifts both states by $-6.5$ meV at 216 atoms. It cancels here, but a 50\% difference in $\gamma$ would leave about 3 meV.

Another neglected effect, which can be larger, is the overlap of defect orbitals in neighbouring cells. It can be estimated with zero-range wells, for which a bound state behaves as $1/r-\kappa$ near each well. A zone-centre sum of tails $e^{-\kappa' r}/r$ meets this condition if
\begin{equation}
\kappa'=\kappa+\sum_{\mathbf R\ne0}\frac{e^{-\kappa'R}}R .
\end{equation}
The level then moves from $-\hbar^2\kappa^2/2m^*$ to $-\hbar^2\kappa'^2/2m^*$. With rough values $m^*=0.3\,m_e$ and depths of 0.5 eV at the minimum and 0.3 eV at the saddle, the shifts at 216 atoms are $-85$ and $-127$ meV per electron. Their difference, $-42$ meV, exceeds the 9.2 meV image error; at 512 atoms it is still $-22.5$ meV. The estimate applies to an occupied level sampled at the zone centre, and an empty level contributes nothing to it. It depends strongly on sampling and mass: at the point $(\frac14,\frac14,\frac14)2\pi/L$ the difference at 216 atoms is $+2.8$ meV, and at the zone centre with $m^*=0.98\,m_e$ it is $-6.7$ meV. Six silicon-like valleys, with masses 0.92 and $0.19\,m_e$ and minima at 0.85 of the way to X, give $-33.5$ meV at 216 atoms and $-23.5$ meV at 512 atoms at the zone centre. They give $+6.0$ meV at the quarter point at 216 atoms. Depths of 0.3 to 0.5 eV are a large part of the silicon gap, so a parabolic mass is only a rough guide. These orbitals, with $\langle r^2\rangle=1/2\kappa^2=0.13$ and $0.21$ nm$^2$, are also wider than the Gaussians used above (0.0675 nm$^2$); an electron in them would add about $-10$ meV of its own to Eq.~(\ref{third}), so the comparison with 9.2 meV is one of magnitude only. For occupied levels whose orbitals reach into neighbouring cells, then, small image terms do not by themselves show that the barrier has converged with cell size.

\section*{Computed values}
\begin{verbatim}
Inputs (rough Si constants, round defect parameters)
dielectric constant 11.7; charge +2 e
C11, C12, C44 [GPa]: 166.0 64.0 80.0
Gaussian width 0.15 nm; lobe distance 0.24 nm
elastic dipole, minimum: diagonal 4.0 eV
elastic dipole, saddle: diagonal 8.0 eV, off-diagonal 3.0 eV
Madelung constant, cubic cell: 2.837297
qQ-p^2 minimum, saddle [e^2 nm^2]: 0.2700, 0.3276
B minimum, saddle [eV nm^3]: 0.01068, 0.06120
--- 64 atoms, L = 1.086 nm
leading error of each state: -643.1 meV
full Coulomb error min, saddle: -588.75, -577.71 meV
barrier, Coulomb: sum 11.044, L^-3 formula 11.592 meV
barrier, elastic, fixed cell: 19.721 meV
barrier, total image error: 30.766 meV
--- 216 atoms, L = 1.629 nm
leading error of each state: -428.7 meV
full Coulomb error min, saddle: -412.63, -409.26 meV
barrier, Coulomb: sum 3.362, L^-3 formula 3.435 meV
barrier, elastic, fixed cell: 5.843 meV
barrier, total image error: 9.205 meV
--- 512 atoms, L = 2.172 nm
leading error of each state: -321.5 meV
full Coulomb error min, saddle: -314.75, -313.32 meV
barrier, Coulomb: sum 1.432, L^-3 formula 1.449 meV
barrier, elastic, fixed cell: 2.465 meV
barrier, total image error: 3.897 meV
--- further cases, 216 atoms
elastic barrier error, zero-stress cell: -9.488 meV
one carrier lost to band at saddle: 309.5 meV
fixed -1 partner, 0.24 to 0.32 nm: -5.032 meV
lobes x minus z, cell 1:1:1.5: 4.234 meV
lobes [111] minus [001], cubic: -0.184 meV
rate factor exp(total/kT) at 1000 K: 1.113
--- tests on the spring crystal (spring units)
B from relaxation: 0.3142 0.9433 0.3334
B from formula:    0.3137 0.9416 0.3333
--- effects outside the L^-3 model
saddle L^-5 remainder, 216 atoms: -0.0730 meV
ratio of remainder at L and 2L: 31.74
dispersive screening, k0 = 10 /nm: min -6.544, saddle -6.544 meV
well model: mass 0.3 m_e, depths 0.5, 0.3 eV
overlap shift/electron, 216 atoms: min -84.7, saddle -127.2 meV
overlap shift/electron, 512 atoms: min -22.0, saddle -44.5 meV
\end{verbatim}
